# Folding transverse k points in a clean square-lattice tunnel junction: test program

```python
"""Folding of transverse k points in a clean layered square-lattice junction.

Result under test: for a lateral supercell of m primitive cells,
    T_super(K) = sum_j T_primitive(K + G_j),
so conductance per area is the same for both cells on matched k meshes.
T: transmission per spin; K, k: transverse wave vectors times lattice constant;
G_j: supercell reciprocal vectors distinct modulo the primitive ones.
Energies are in eV, with the Fermi energy at zero; lengths are in nm.
Model: one orbital per site, nearest-neighbour hopping, sharp interfaces.
"""
import numpy as np
from scipy import constants as sc

A = 0.29                    # lattice constant and layer spacing, nm
T_LEAD, T_BAR = 0.80, 1.10  # hopping magnitudes, eV
UP, DOWN = -2.15, -0.15     # majority and minority band bottoms, eV
DEEP = -4.1                 # test band with both folded channels open, eV
PHI = 1.0                   # barrier band bottom, eV
LAYERS = 3
PI = np.pi
R_QUANTUM = sc.h / sc.e**2  # ohm, one spin channel
CELLS = {"2x1": (np.array([[2, 0], [0, 1]]), np.array([PI, 0.0])),
         "c(2x2)": (np.array([[1, 1], [1, -1]]), np.array([PI, PI]))}
SITES = np.array([[0, 0], [1, 0]])


def lateral(kx, ky):
    return 4 - 2*np.cos(kx) - 2*np.cos(ky)


def lead_wave(energy, bottom, w):
    """sin(q), zero if closed, and the outgoing or decaying factor exp(iq)."""
    c = (bottom + 2*T_LEAD + T_LEAD*w - energy) / (2*T_LEAD)
    root = np.sqrt(abs(1 - c*c))
    is_open = abs(c) < 1
    return (np.where(is_open, root, 0.0),
            np.where(is_open, c + 1j*root, c - np.sign(c)*root))


def closed_form(left, right, kx, ky, energy=0.0, phi=PHI, n=LAYERS):
    w = lateral(kx, ky)
    sl, el = lead_wave(energy, left, w)
    sr, er = lead_wave(energy, right, w)
    kap = np.arccosh((phi + 2*T_BAR + T_BAR*w - energy) / (2*T_BAR))
    den = (np.sinh((n+1)*kap) - (el+er)*np.sinh(n*kap)
           + el*er*np.sinh((n-1)*kap))
    return 4*sl*sr*np.sinh(kap)**2 / abs(den)**2


def layered(left, right, kx, ky, profile, energy=0.0):
    """Transmission for a different barrier bottom in each layer."""
    w = lateral(kx, ky)
    sl, el = lead_wave(energy, left, w)
    sr, er = lead_wave(energy, right, w)
    older, old = 0.0, 1.0
    for j, bottom in enumerate(profile):
        diag = energy - bottom - 2*T_BAR - T_BAR*w + 0j
        if j == 0:
            diag = diag + T_BAR*el
        if j == len(profile) - 1:
            diag = diag + T_BAR*er
        older, old = old, diag*old - T_BAR**2*older
    return 4*sl*sr*T_BAR**(2*len(profile)) / abs(old)**2


def wave_matching(left, right, kx, ky):
    """Solve the lattice Schroedinger equation for r, barrier values, tau."""
    w, n = lateral(kx, ky), LAYERS
    ul, ur = (b + 2*T_LEAD + T_LEAD*w for b in (left, right))
    assert max(abs(ul), abs(ur)) < 2*T_LEAD, "lead channel must be open"
    ub = PHI + 2*T_BAR + T_BAR*w
    ql, qr = np.arccos(ul/(2*T_LEAD)), np.arccos(ur/(2*T_LEAD))
    ti = np.sqrt(T_LEAD*T_BAR)
    m = np.zeros((n+2, n+2), complex)
    rhs = np.zeros(n+2, complex)
    m[0, 0], m[0, 1] = ul - T_LEAD*np.exp(1j*ql), -ti
    rhs[0] = -(ul - T_LEAD*np.exp(-1j*ql))
    for j in range(1, n+1):
        m[j, j] = ub
        m[j, j-1] = -ti if j == 1 else -T_BAR
        m[j, j+1] = -ti if j == n else -T_BAR
    rhs[1] = ti
    m[n+1, n], m[n+1, n+1] = -ti, ur - T_LEAD*np.exp(1j*qr)
    sol = np.linalg.solve(m, rhs)
    return abs(sol[-1])**2*np.sin(qr)/np.sin(ql), abs(sol[0])**2


def neighbour_matrix(kx, ky, vectors):
    """Sum of Bloch phases over real-space nearest neighbours."""
    out = np.zeros((len(kx), 2, 2), complex)
    inverse = np.linalg.inv(vectors)
    for i, site in enumerate(SITES):
        for step in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            for j, other in enumerate(SITES):
                shift = site + np.array(step) - other
                number = shift @ inverse
                if np.allclose(number, np.round(number)):
                    out[:, i, j] += np.exp(1j*(kx*shift[0] + ky*shift[1]))
    return out


def layer_matrix(kx, ky, vectors, bottom=PHI, hop=T_BAR, stagger=0.0):
    return ((bottom + 6*hop)*np.eye(2) + stagger*np.diag([1, -1])
            - hop*neighbour_matrix(kx, ky, vectors))


def supercell(left, right, kx, ky, vectors, phi=PHI, hop=T_BAR, stagger=0.0):
    """Matrix Gamma_L G Gamma_R G^dagger of the doubled cell."""
    hb = layer_matrix(kx, ky, vectors, phi, hop, stagger)
    size = 2*LAYERS
    mat = np.zeros((len(kx), size, size), complex)
    for j in range(LAYERS):
        s = slice(2*j, 2*j+2)
        mat[:, s, s] = -hb
        if j:
            p = slice(2*j-2, 2*j)
            mat[:, s, p] = mat[:, p, s] = hop*np.eye(2)
    gammas = []
    for bottom, s in ((left, slice(0, 2)), (right, slice(size-2, size))):
        eps, u = np.linalg.eigh(layer_matrix(kx, ky, vectors, bottom, T_LEAD))
        x = eps / (2*T_LEAD)
        root = np.sqrt(abs(1 - x*x))
        phase = np.where(abs(x) < 1, x + 1j*root, x - np.sign(x)*root)
        ud = u.conj().transpose(0, 2, 1)
        sigma = -hop*(u*phase[:, None, :]) @ ud
        mat[:, s, s] -= sigma
        gammas.append(1j*(sigma - sigma.conj().transpose(0, 2, 1)))
    g = np.linalg.inv(mat)[:, :2, -2:]
    return gammas[0] @ g @ gammas[1] @ g.conj().transpose(0, 2, 1)


def trace(m):
    return np.trace(m, axis1=1, axis2=2).real


def mesh(nx, ny, sx=0.5, sy=0.5, width=2*PI):
    x = width*(np.arange(nx) + sx)/nx
    y = 2*PI*(np.arange(ny) + sy)/ny
    return [v.ravel() for v in np.meshgrid(x, y, indexing="ij")]


def ra(mean_t, cells=1):
    """Resistance-area product, ohm um^2."""
    return R_QUANTUM*cells*(A*1e-3)**2/mean_t


def prim_p(k, **kw):
    return np.mean(closed_form(UP, UP, *k, **kw)
                   + closed_form(DOWN, DOWN, *k, **kw))


def super_p(k, vectors, **kw):
    return np.mean(trace(supercell(UP, UP, *k, vectors, **kw))
                   + trace(supercell(DOWN, DOWN, *k, vectors, **kw)))


# Primitive formula against direct scattering solutions
rng = np.random.default_rng(4)
for pair, reach in (((UP, UP), 0.9), ((DOWN, DOWN), 0.28), ((UP, DOWN), 0.28)):
    for kx, ky in rng.uniform(-reach, reach, (20, 2)):
        t_wave, reflected = wave_matching(*pair, kx, ky)
        assert abs(t_wave + reflected - 1) < 1e-11
        assert np.isclose(t_wave, closed_form(*pair, kx, ky),
                          rtol=1e-9, atol=0)

print("lattice constant", A, "nm; barrier layers", LAYERS)
print("hopping lead, barrier", T_LEAD, T_BAR, "eV")
print("band bottoms up, down, barrier", UP, DOWN, PHI, "eV")
for name, hop in (("lead", T_LEAD), ("barrier", T_BAR)):
    mass = sc.hbar**2/(2*hop*sc.e*(A*1e-9)**2*sc.m_e)
    print(f"effective mass {name}: {mass:.3f} electron masses")
kappa0 = np.arccosh(1 + PHI/(2*T_BAR))
print(f"barrier decay at k=0: {kappa0:.4f} per layer, {kappa0/A:.3f} 1/nm")

# Folding, channel by channel, and conductance on matched meshes
N = 24
full = mesh(N, N)
half = mesh(N//2, N, width=PI)
base = prim_p(full)
point = np.array([[0.45*PI], [0.15*PI]])
t0 = closed_form(UP, UP, *point)[0]
print("sample K*a/pi = (0.45, 0.15), majority spin")
print(f"T(K) = {t0:.6e}")
print(f"primitive {N}x{N}: RA_P = {ra(base):.8f} ohm um^2")
delta = 0.5
for name, (vec, fold) in CELLS.items():
    m = round(abs(np.linalg.det(vec)))
    for pair in ((UP, UP), (DOWN, DOWN), (UP, DOWN), (DEEP, DEEP)):
        channels = np.sort(np.linalg.eigvals(supercell(*pair, *half, vec)).real)
        partners = np.sort(np.stack([
            closed_form(*pair, *half),
            closed_form(*pair, half[0]+fold[0], half[1]+fold[1])], 1))
        assert np.allclose(channels, partners, rtol=1e-8, atol=1e-12)
    assert np.any(partners[:, 0] > 1e-8)   # deep band: two open channels
    t1 = closed_form(UP, UP, point[0]+fold[0], point[1]+fold[1])[0]
    ts = trace(supercell(UP, UP, *point, vec))[0]
    assert np.isclose(ts, t0+t1, rtol=1e-10, atol=0)
    print(f"{name}: T(K+G) = {t1:.6e}, T_super = {ts:.6e}")
    folded = super_p(half, vec)
    assert np.isclose(ra(folded, m), ra(base), rtol=1e-10, atol=0)
    print(f"{name}, {len(half[0])} K: RA_P = {ra(folded, m):.8f} ohm um^2")
    # Plane waves diagonalize a clean layer; a staggered one mixes them
    kk = np.stack([point[:, 0], point[:, 0]+fold])
    u = np.exp(1j*(SITES @ kk.T))/np.sqrt(2)
    clean = u.conj().T @ layer_matrix(*point, vec)[0] @ u
    energies = PHI + 2*T_BAR + T_BAR*lateral(kk[:, 0], kk[:, 1])
    assert np.allclose(clean, np.diag(energies), atol=1e-12)
    mixed = u.conj().T @ layer_matrix(*point, vec, stagger=delta)[0] @ u
    assert np.isclose(abs(mixed[0, 1]), delta)
    changed = super_p(half, vec, stagger=delta)
    assert abs(changed/folded - 1) > 0.01
    print(f"{name}, stagger +-{delta} eV: G/G_clean = {changed/folded:.4f}")
    # Without a barrier the transmission counts open lead channels
    count = sum((lead_wave(0, UP, lateral(half[0]+g[0], half[1]+g[1]))[0] > 0)
                .astype(int) for g in (np.zeros(2), fold))
    free = trace(supercell(UP, UP, *half, vec, phi=UP, hop=T_LEAD))
    assert np.allclose(free, count, atol=1e-7)

# Unmatched coarse meshes, 2x1 cell
vec = CELLS["2x1"][0]
coarse = ra(prim_p(mesh(10, 10)))
matched = ra(super_p(mesh(5, 10, width=PI), vec), 2)
same = ra(super_p(mesh(10, 10, width=PI), vec), 2)
offset = ra(super_p(mesh(5, 10, sx=0.0, width=PI), vec), 2)
assert np.isclose(coarse, matched, rtol=1e-10, atol=0)
assert np.isclose(same, ra(prim_p(mesh(20, 10))), rtol=1e-10, atol=0)
assert min(abs(same/coarse-1), abs(offset/coarse-1)) > 0.01
print("coarse meshes, RA_P in ohm um^2:")
print(f"primitive 10x10, half offset: {coarse:.5f}")
print(f"2x1 cell 5x10, half offset: {matched:.5f}")
print(f"2x1 cell 10x10, half offset: {same:.5f}")
print(f"2x1 cell 5x10, zero x offset: {offset:.5f}")

# Mesh convergence and magnetic states
values = {}
for n in (6, 12, 24, 48, 96, 192, 384):
    values[n] = ra(prim_p(mesh(n, n)))
    print(f"primitive mesh {n}x{n}: RA_P = {values[n]:.5f} ohm um^2")
assert abs(values[384]/values[192] - 1) < 1e-3
fine = mesh(384, 384)
g_p = prim_p(fine)
g_ap = 2*np.mean(closed_form(UP, DOWN, *fine))
g_up = np.mean(closed_form(UP, UP, *fine))
print(f"mean T per primitive cell, P (both spins): {g_p:.6e}")
print(f"conductance per area, P: {1/ra(g_p):.5f} S/um^2")
print(f"RA_AP = {ra(g_ap):.5f} ohm um^2; (G_P-G_AP)/G_AP = {g_p/g_ap-1:.4f}")
open_mean = sum(np.mean(lead_wave(0, b, lateral(*fine))[0] > 0)
                for b in (UP, DOWN))
print(f"RA without barrier: {ra(open_mean):.3e} ohm um^2")

# Sizes of neglected effects, parallel state
k = mesh(192, 192)
ref = prim_p(k)
profile = np.full(LAYERS, PHI)
for pair in ((UP, UP), (DOWN, DOWN), (UP, DOWN)):
    assert np.allclose(layered(*pair, *k, profile), closed_form(*pair, *k),
                       rtol=1e-9, atol=1e-14)


def profile_p(shape, energy=0.0, drop=0.0):
    return np.mean(sum(layered(b+drop/2, b-drop/2, *k, shape, energy=energy)
                       for b in (UP, DOWN)))


kt = sc.k*300/sc.e
x = np.linspace(-14, 14, 57)
weight = (x[1]-x[0])/(4*np.cosh(x/2)**2)
assert abs(weight.sum()-1) < 1e-5
thermal = sum(wt*prim_p(k, energy=kt*v) for wt, v in zip(weight, x))
bias = 0.1
length = (LAYERS+1)*A
z = A*np.arange(1, LAYERS+1)
nodes, gauss = np.polynomial.legendre.leggauss(10)
tilted = PHI + bias*(0.5 - z/length)
biased = sum(wt/2*profile_p(tilted, bias*v/2, bias)
             for wt, v in zip(gauss, nodes))
eps_r = 3.0                 # rough high-frequency dielectric constant
coulomb = sc.e/(4*PI*sc.epsilon_0)*1e9
order = np.arange(1, 20001)*length


def image_lowering(position):
    series = np.sum(order/(order**2-position**2) - 1/order)
    return coulomb/eps_r*(1/(4*position) + series/2)


assert np.isclose(image_lowering(length/2), coulomb*np.log(2)/(eps_r*length),
                  rtol=1e-7)
lowering = np.array([image_lowering(v) for v in z])
image = profile_p(PHI-lowering)
gap = 7.5                   # rough barrier band gap, eV
two_band = prim_p(k, phi=PHI*(1-PHI/gap))
thicker = prim_p(k, n=LAYERS+1)
print("neglected effects, G/G_model in the P state:")
print(f"thermal smearing at 300 K: {thermal/ref:.5f}")
print(f"bias {bias} V, I/V over G: {biased/ref:.5f}")
print(f"field at that bias: {bias/length*10:.3f} MV/cm")
print(f"image lowering by layer: {np.round(lowering, 3)} eV (eps_r {eps_r})")
print(f"image-force lowering: {image/ref:.4f}")
print(f"two-band barrier, gap {gap} eV: {two_band/ref:.4f}")
print(f"one more barrier layer: {thicker/ref:.4f}")
print(f"minority channel closed: {g_up/g_p:.4f}")
print("all good")
```

Output:

```
lattice constant 0.29 nm; barrier layers 3
hopping lead, barrier 0.8 1.1 eV
band bottoms up, down, barrier -2.15 -0.15 1.0 eV
effective mass lead: 0.566 electron masses
effective mass barrier: 0.412 electron masses
barrier decay at k=0: 0.9206 per layer, 3.175 1/nm
sample K*a/pi = (0.45, 0.15), majority spin
T(K) = 3.955571e-04
primitive 24x24: RA_P = 5.42809053 ohm um^2
2x1: T(K+G) = 5.692431e-05, T_super = 4.524814e-04
2x1, 288 K: RA_P = 5.42809053 ohm um^2
2x1, stagger +-0.5 eV: G/G_clean = 1.1028
c(2x2): T(K+G) = 0.000000e+00, T_super = 3.955571e-04
c(2x2), 288 K: RA_P = 5.42809053 ohm um^2
c(2x2), stagger +-0.5 eV: G/G_clean = 1.0547
coarse meshes, RA_P in ohm um^2:
primitive 10x10, half offset: 6.55854
2x1 cell 5x10, half offset: 6.55854
2x1 cell 10x10, half offset: 5.50272
2x1 cell 5x10, zero x offset: 5.16132
primitive mesh 6x6: RA_P = 6.63399 ohm um^2
primitive mesh 12x12: RA_P = 5.44324 ohm um^2
primitive mesh 24x24: RA_P = 5.42809 ohm um^2
primitive mesh 48x48: RA_P = 5.35912 ohm um^2
primitive mesh 96x96: RA_P = 5.36868 ohm um^2
primitive mesh 192x192: RA_P = 5.36666 ohm um^2
primitive mesh 384x384: RA_P = 5.36686 ohm um^2
mean T per primitive cell, P (both spins): 4.044926e-04
conductance per area, P: 0.18633 S/um^2
RA_AP = 16.57523 ohm um^2; (G_P-G_AP)/G_AP = 2.0884
RA without barrier: 7.721e-03 ohm um^2
neglected effects, G/G_model in the P state:
thermal smearing at 300 K: 1.01807
bias 0.1 V, I/V over G: 0.96195
field at that bias: 0.862 MV/cm
image lowering by layer: [0.43  0.287 0.43 ] eV (eps_r 3.0)
image-force lowering: 2.2599
two-band barrier, gap 7.5 eV: 1.2976
one more barrier layer: 0.1095
minority channel closed: 0.8177
all good
```
